# Growth Stress in an Oxidising Viscoelastic Layer

## I. The stress law and its two limits

### Form of the answer

An oxide layer on a thick substrate grows partly by forming new oxide inside itself. If it were free, this would stretch it in its plane at a constant strain rate $g>0$. The substrate prevents the stretching, so a stress builds up while the oxide creeps. The quantities available are $g$, the time $t$ since the layer was free of stress, the shear viscosity $\eta$, Young's modulus $E$ and Poisson's ratio $\nu$. Inertia is negligible. The layer thickness is the sole length in the problem, so it cannot enter a stress. Stress and time are then the two independent dimensions, and the in-plane stress $\sigma$ must have the form

$$\sigma=\eta g\,\Phi\!\left(\frac{Et}{\eta},\,gt,\,\nu\right). \tag{1}$$

For small strains and linear flow the governing equations are linear, and $g$ is their one source. Doubling $g$ must double $\sigma$, so $\Phi$ cannot depend on $gt$:

$$\sigma=\eta g\,\Phi\!\left(\frac{Et}{\eta},\,\nu\right). \tag{2}$$

Two limits follow up to numerical factors. At early time no appreciable flow has occurred and $\eta$ must drop out. This requires $\Phi\propto Et/\eta$, hence $\sigma\propto Egt$. If a steady state exists at late time, $t$ must drop out. Since $E$ appears together with $t$, it drops out too, and $\sigma\propto\eta g$. Dimensional analysis gives neither the signs nor the factors, nor does it show whether $\nu$ survives in the steady state. The mechanics below settles these points.

### Geometry and stress state

Let $x$ and $y$ lie in the layer and let $z$ be normal to it. Tension is positive. The layer is isotropic, the temperature is constant, and the region considered is many thicknesses away from any edge. Nothing there varies with $x$ or $y$, so mechanical equilibrium in the normal direction reduces to $\partial\sigma_{zz}/\partial z=0$. The outer face carries no load, hence $\sigma_{zz}=0$ through the whole layer. The same argument removes $\sigma_{xz}$ and $\sigma_{yz}$. Growth has no preferred direction in the plane, so $\sigma_{xy}=0$ and

$$\sigma_{xx}=\sigma_{yy}=\sigma,\qquad \sigma_{zz}=0. \tag{3}$$

For small strains the total strain rate is the sum of elastic, viscous and growth parts:

$$\dot\varepsilon_{ij}=\dot\varepsilon^{\,e}_{ij}+\dot\varepsilon^{\,v}_{ij}+\dot\varepsilon^{\,g}_{ij}. \tag{4}$$

The elastic and viscous parts add because they act in series and carry the same stress, which defines a Maxwell material. The growth part is the strain rate that an unloaded piece of the layer would show,

$$\dot\varepsilon^{\,g}_{xx}=\dot\varepsilon^{\,g}_{yy}=g,\qquad \dot\varepsilon^{\,g}_{zz}=g_z. \tag{5}$$

An in-plane part arises if oxygen and metal meet and react on grain boundaries that stand normal to the interface, since the new oxide then pushes neighbouring grains apart. Oxide added at the top or bottom face thickens the layer without this stretching. The rate $g$ is therefore a separate input and is not fixed by the thickening rate alone.

In this half all the oxide is taken to carry the same stress, including any that is added while the layer thickens. The substrate is rigid and bonded to the layer, so

$$\dot\varepsilon_{xx}=\dot\varepsilon_{yy}=0. \tag{6}$$

### Elastic and viscous strain rates

Hooke's law with the stresses (3) gives the in-plane elastic strain

$$\varepsilon^{\,e}_{xx}=\frac{\sigma_{xx}-\nu\sigma_{yy}-\nu\sigma_{zz}}{E}
=\frac{(1-\nu)\sigma}{E}=\frac{\sigma}{M},\qquad M=\frac{E}{1-\nu}. \tag{7}$$

The biaxial modulus $M$ exceeds $E$ for positive $\nu$: stress along $y$ tends to contract the layer along $x$, so more stress is needed for a given extension. The normal elastic strain is

$$\varepsilon^{\,e}_{zz}=\frac{\sigma_{zz}-\nu(\sigma_{xx}+\sigma_{yy})}{E}=-\frac{2\nu\sigma}{E}. \tag{8}$$

Viscous flow is taken to conserve volume. It responds to the deviatoric stress, which is the stress less its mean:

$$\dot\varepsilon^{\,v}_{ij}=\frac{s_{ij}}{2\eta},\qquad
s_{ij}=\sigma_{ij}-\frac{1}{3}\delta_{ij}\sum_k\sigma_{kk}. \tag{9}$$

From (3), the mean stress is $(\sigma+\sigma+0)/3=2\sigma/3$. Therefore

$$s_{xx}=s_{yy}=\sigma-\frac{2\sigma}{3}=\frac{\sigma}{3},\qquad
s_{zz}=0-\frac{2\sigma}{3}=-\frac{2\sigma}{3}, \tag{10}$$

and the flow rates are

$$\dot\varepsilon^{\,v}_{xx}=\frac{\sigma}{6\eta},\qquad
\dot\varepsilon^{\,v}_{zz}=-\frac{\sigma}{3\eta}. \tag{11}$$

Their sum over the three directions is $2\sigma/(6\eta)-\sigma/(3\eta)=0$, as volume conservation requires. The factor 6 belongs to equal stress in two directions. Under tension in one direction the mean stress is $\sigma/3$, the deviatoric stress along the load is $2\sigma/3$, and the rate is $\sigma/(3\eta)$. A viscosity obtained from a uniaxial creep test must be converted with the factor 3 before it is used here.

### The balance and its solution

Insert the time derivative of (7), together with (11) and (5), into the $xx$ component of (4). By the constraint (6) the sum vanishes:

$$\frac{\dot\sigma}{M}+\frac{\sigma}{6\eta}+g=0. \tag{12}$$

The growth term is positive, so the other two must together be negative. Starting from zero stress, $\dot\sigma$ is negative and the layer goes into compression. Multiply (12) by $M$ and define the relaxation time

$$\tau=\frac{6\eta}{M}=\frac{6\eta(1-\nu)}{E}. \tag{13}$$

The result is

$$\dot\sigma+\frac{\sigma}{\tau}=-Mg. \tag{14}$$

Multiplication by $e^{t/\tau}$ turns the left side into a single derivative, because differentiating $e^{t/\tau}$ supplies the term with $1/\tau$:

$$\frac{d}{dt}\left(\sigma e^{t/\tau}\right)=-Mg\,e^{t/\tau}. \tag{15}$$

Integrate from $0$ to $t$ with $\sigma(0)=0$ and constant $g$:

$$\sigma(t)e^{t/\tau}=-Mg\tau\left(e^{t/\tau}-1\right). \tag{16}$$

Divide by $e^{t/\tau}$ and use $M\tau=6\eta$ from (13):

$$\boxed{\sigma(t)=-6\eta g\left(1-e^{-t/\tau}\right)}. \tag{17}$$

This has the form (2), with $\Phi=-6(1-e^{-t/\tau})$ and $t/\tau=Et/[6\eta(1-\nu)]$.

### Steady state

For $t\gg\tau$ the exponential vanishes and

$$\sigma_\infty=-6\eta g. \tag{18}$$

The same result follows from (12) with $\dot\sigma=0$. A constant stress means a constant elastic strain, so the elastic constants, including $\nu$, drop out. They still control how long the approach to the steady state takes, through $\tau$.

The layer is steady in stress but not in shape. The elastic strain settles at $\sigma_\infty/M=-g\tau$, while the viscous in-plane strain continues to change at the rate $\sigma_\infty/(6\eta)=-g$, which cancels growth. The normal strain rate follows from (8), (11) and (5):

$$\dot\varepsilon_{zz}=-\frac{2\nu\dot\sigma}{E}-\frac{\sigma}{3\eta}+g_z. \tag{19}$$

In the steady state the first term is zero and the second is $+2g$, so

$$\dot\varepsilon_{zz}=2g+g_z. \tag{20}$$

Oxide formed by in-plane growth cannot spread sideways, so creep carries it into the thickness. The rate $g_z$ affects the thickness but not the stress, because the free face allows normal expansion without resistance.

### Elastic limit at early time

Put $u=t/\tau$ and expand the exponential:

$$1-e^{-u}=u-\frac{u^2}{2}+\frac{u^3}{6}-\cdots. \tag{21}$$

Since $6\eta/\tau=M$, equation (17) becomes

$$\sigma(t)=-Mgt\left[1-\frac{t}{2\tau}+\frac{t^2}{6\tau^2}-\cdots\right]. \tag{22}$$

For $t\ll\tau$ this is the elastic law

$$\sigma_{\rm el}(t)=-Mgt. \tag{23}$$

The first correction has a direct meaning. With the elastic stress inserted in (11), the viscous strain accumulated by time $t$ is

$$\int_0^t\frac{-Mgt'}{6\eta}\,dt'=-\frac{Mgt^2}{12\eta}=-gt\,\frac{t}{2\tau}. \tag{24}$$

Creep has therefore accommodated the fraction $t/(2\tau)$ of the growth strain $gt$, and the stress is lower in size by that fraction.

The elastic law also follows when $\eta\to\infty$ at fixed $t$, because $\tau$ then goes to infinity. The two limits do not commute. If $t\to\infty$ is taken first at finite $\eta$, the stress reaches (18). If $\eta\to\infty$ is taken first, the compression grows with time and has no plateau. For $u\ge0$, the inequality $e^{-u}\ge1-u$ gives $1-e^{-u}\le u$, and also $1-e^{-u}\le1$. Hence, in this model,

$$|\sigma(t)|\le Mgt,\qquad |\sigma(t)|\le 6\eta g. \tag{25}$$

### Growth that stops or varies

If growth stops at time $t_1$, (14) has no source and

$$\sigma(t)=\sigma(t_1)e^{-(t-t_1)/\tau},\qquad t\ge t_1. \tag{26}$$

The stress then relaxes towards zero at constant temperature. This gives a physical way to prepare the stress-free start: hold the layer hot with growth stopped for several $\tau$, then let growth resume.

For a growth rate $g(t)$, integration of (15) with the same initial condition gives

$$\sigma(t)=-M\int_0^t g(s)\,e^{-(t-s)/\tau}\,ds. \tag{27}$$

The layer remembers growth over a time of order $\tau$. To see the effect of slow variation, integrate by parts, using $e^{-(t-s)/\tau}=\tau\,d[e^{-(t-s)/\tau}]/ds$:

$$\sigma(t)=-6\eta\left[g(t)-g(0)e^{-t/\tau}-\int_0^t\dot g(s)e^{-(t-s)/\tau}ds\right]. \tag{28}$$

For $t\gg\tau$ and $\dot g$ nearly constant over several $\tau$, the last integral is close to $\tau\dot g(t)$. To first order in the variation,

$$\sigma(t)\simeq-6\eta\left[g(t)-\tau\dot g(t)\right]\simeq-6\eta\,g(t-\tau). \tag{29}$$

For such slow variation, the stress follows the growth rate with a delay $\tau$, and it stays close to $-6\eta g(t)$ if $g$ changes by only a small fraction during one relaxation time. Fluctuations much faster than $\tau$ are instead averaged out by the integral in (27).

### Energy and nonlinear creep

Multiplying (12) by $2\sigma$ gives an energy balance per unit volume:

$$-2\sigma g=\frac{d}{dt}\left(\frac{\sigma^2}{M}\right)+\frac{\sigma^2}{3\eta}. \tag{30}$$

The left side is the work rate of growth against compression in two directions. The stored elastic energy is $\frac12(\sigma\varepsilon^e_{xx}+\sigma\varepsilon^e_{yy})=\sigma^2/M$. The last term is the viscous dissipation, $2\sigma\dot\varepsilon^v_{xx}$. In the steady state storage stops, and both the work rate and the dissipation equal $12\eta g^2$.

Linear flow was needed for (17). Suppose instead that uniaxial creep has the rate $A|\sigma|^{n-1}\sigma$, with constants $A$ and $n$, and that the flow remains isotropic and volume-conserving with the von Mises equivalent stress. That stress equals $|\sigma|$ in both uniaxial and equibiaxial loading. At equal equivalent stress the strain rate is proportional to the deviatoric stress, whose in-plane value is half the uniaxial one by (10). The in-plane rate is therefore $\frac12A|\sigma|^{n-1}\sigma$, and the steady balance gives

$$|\sigma_\infty|=\left(\frac{2g}{A}\right)^{1/n}. \tag{31}$$

For $n=1$ and $A=1/(3\eta)$ this returns (18). For $n>1$ the steady stress rises more slowly than $g$. The early limit (23) remains, since creep still has no time to act.

## II. A worked scale and the limits of the model

The in-plane stress $\sigma$ is positive in tension, $g$ is the in-plane growth-strain rate, $\eta$ the oxide viscosity and $M=E/(1-\nu)$ its biaxial modulus. On a rigid substrate, $\dot\sigma/M+\sigma/(6\eta)+g=0$. With zero initial stress and constant $g$, equation (17) gives $\sigma=-6\eta g(1-e^{-t/\tau})$, where $\tau=6\eta/M$. The limits are $-Mgt$ for $t\ll\tau$ and $-6\eta g$ for $t\gg\tau$.

### Stress history

The following round, rough parameters are in the regime of an alumina scale on a heat-resisting alloy near 1100 °C: $E=330$ GPa, $\nu=0.25$, $\eta=10^{15}$ Pa s and $g=2\times10^{-8}$ s$^{-1}$. The scale is 3000 nm thick when the clock starts. The biaxial modulus is

$$M=\frac{330\ \text{GPa}}{1-0.25}=440\ \text{GPa}, \tag{32}$$

and the relaxation time is

$$\tau=\frac{6\times10^{15}\ \text{Pa s}}{4.40\times10^{11}\ \text{Pa}}
=13\,636\ \text{s}=3.79\ \text{h}. \tag{33}$$

The steady stress is

$$\sigma_\infty=-6(10^{15}\ \text{Pa s})(2\times10^{-8}\ \text{s}^{-1})
=-120\ \text{MPa}=-0.120\ \text{GPa}. \tag{34}$$

More digits than the rough inputs justify are kept where they help to compare results within the model. The initial stress rate is $-Mg=-8.80$ kPa/s. The elastic strain at the plateau is $-g\tau=-2.73\times10^{-4}$, which is small, as the theory requires.

The stress-free start can be prepared by holding the scale at temperature with growth stopped. By (26), a hold of $5\tau$ leaves $e^{-5}=0.67\%$ of the earlier stress. If the scale began at its plateau, 0.81 MPa of compression remains. This is small beside the plateau but not beside the earliest stresses: the residue decays as $e^{-t/\tau}$ and adds to (17), so it would change the stress at 600 s from −5.17 to −5.94 MPa. A test of the early-time law needs a longer hold. For a start that is exactly free of stress, (17) and the elastic law (23) give the following stresses. The last column is the excess in size of the elastic value, relative to the viscoelastic one.

| Time (s) | $\sigma$ (MPa) | $-Mgt$ (MPa) | Excess (%) |
|---:|---:|---:|---:|
| 600 | −5.17 | −5.28 | 2.2 |
| 3600 | −27.8 | −31.7 | 13.8 |
| 13 636 | −75.9 | −120 | 58 |
| 40 909 | −114 | −360 | 216 |
| 68 182 | −119 | −600 | 403 |

At 600 s, $t/\tau=0.044$. The leading error $t/(2\tau)$ from (22) is then 2.2%, as in the table. At $t=\tau$ the elastic law already gives the size of the plateau, although the layer has reached $1-e^{-1}$, or 63%, of it. The time to reach 95% follows from $e^{-t/\tau}=0.05$:

$$t_{95}=\tau\ln20=40\,851\ \text{s}. \tag{35}$$

### Slowing oxidation

A real scale often thickens more slowly as it becomes thicker, because the reacting species must diffuse through it. If the diffusion flux is inversely proportional to the thickness $h$, then $h\dot h$ is constant. Let $h_0$ and $v_0$ be the initial thickness and thickening speed. Integration of $h\dot h=h_0v_0$ gives

$$h(t)=\sqrt{h_0^2+2h_0v_0t}. \tag{36}$$

For $h_0=3000$ nm and $v_0=0.005$ nm/s, the thickness at $5\tau=68\,182$ s is

$$h=\sqrt{3000^2+2(3000)(0.005)(68\,182)}\ \text{nm}=3323\ \text{nm}. \tag{37}$$

If the in-plane growth rate is proportional to $\dot h$, then

$$g(t)=g_0\frac{h_0}{h(t)}, \tag{38}$$

where $g_0$ is the value of $g$ used above. The growth rate at $5\tau$ is 90.3% of its initial value. Numerical integration of (14) with this $g(t)$, by a Runge–Kutta method, gives −109.6 MPa, compared with −119.2 MPa for constant growth at the same time. The reduction in size is 8.0%.

The stress is larger in size than $6\eta g(t)$, which is 108.3 MPa. The delay in (29) raises this to about 110.4 MPa, and the start-up term $g(0)e^{-t/\tau}$ in (28) removes 0.8 MPa. The plateau is only quasi-steady: the stress passes through a broad maximum of about −110.4 MPa near $4\tau$ and has fallen to −101.1 MPa by $10\tau$. With constant $\eta$, (36) and (38) give $g\propto t^{-1/2}$ at very long time, and the stress then decays towards zero. A thin young scale is a worse case for the steady formula: its relative thickening rate $v_0/h_0$ is larger, so $g$ changes more during one relaxation time.

### New oxide that enters without stress

The first half gave all oxide the same stress. Suppose instead that oxide added by thickening is free of stress when it forms. Let $N=h\bar\sigma$ be the in-plane force per unit width, with $\bar\sigma$ the mean stress. Each existing element obeys (14). Integrating that equation through the thickness gives

$$\dot N=-Mgh-\frac{N}{\tau}, \tag{39}$$

because the new material adds no force at the moment it forms. Insert $\dot N=h\dot{\bar\sigma}+\dot h\bar\sigma$ and divide by $h$:

$$\dot{\bar\sigma}=-Mg-\frac{\bar\sigma}{\tau}-\frac{\dot h}{h}\bar\sigma. \tag{40}$$

The last term is dilution of the stress by fresh oxide. When $\dot h/h$ changes slowly, setting $\dot{\bar\sigma}=0$ and multiplying by $\tau$ gives the quasi-steady value

$$\bar\sigma\simeq-\frac{6\eta g}{1+\tau\dot h/h}. \tag{41}$$

The correction is small when the layer thickens by a small fraction during $\tau$. With $g$ held constant and $h(t)$ from (36), numerical integration of (40) gives −117.0 MPa at $5\tau$. This is 1.8% smaller in size than the uniform-stress result at that time.

### A substrate that stretches and creeps

Consider a flat coupon oxidised equally on both faces. Symmetry removes bending. Let $H$ be half the substrate thickness, and let $M_s$, $\eta_s$ and $\sigma_s$ be the biaxial modulus, viscosity and stress of the substrate. No external in-plane force acts, so

$$h\sigma+H\sigma_s=0,\qquad \sigma_s=-\frac{h}{H}\sigma. \tag{42}$$

Oxide in compression puts the alloy in tension. Both have the same in-plane strain rate $\dot\varepsilon$, which is no longer zero:

$$\dot\varepsilon=\frac{\dot\sigma}{M}+\frac{\sigma}{6\eta}+g
=\frac{\dot\sigma_s}{M_s}+\frac{\sigma_s}{6\eta_s}. \tag{43}$$

First hold $h$ fixed. Insert (42) into the right side and move its terms to the left:

$$\dot\sigma\left(\frac1M+\frac{h}{HM_s}\right)
+\frac{\sigma}{6\eta}\left(1+\frac{\eta h}{\eta_sH}\right)+g=0. \tag{44}$$

The steady stress at fixed thickness is therefore

$$\sigma_\infty=-\frac{6\eta g}{1+\eta h/(\eta_sH)}. \tag{45}$$

The elastic compliance of the substrate affects the approach to this value but not the value itself. A thick substrate can still relieve the oxide if its viscosity is low, since the relevant ratio contains $\eta/\eta_s$ as well as $h/H$.

Take $H=0.5$ mm and a rough alloy viscosity $\eta_s=10^{14}$ Pa s. At the initial oxide thickness,

$$\frac{\eta h_0}{\eta_sH}
=\frac{(10^{15})(3.0\times10^{-6})}{(10^{14})(5.0\times10^{-4})}=0.060, \tag{46}$$

with viscosities in Pa s and lengths in m. Equation (45) gives $-120/1.060=-113.2$ MPa, a reduction in size of 5.7% relative to the rigid-substrate plateau.

To include thickening, start again from the force $N=h\bar\sigma$. Existing oxide contributes $hM(\dot\varepsilon-g)-N/\tau$ to $\dot N$. New oxide contributes $\chi\dot h\bar\sigma$, where $\chi=0$ if it enters without stress and $\chi=1$ if it enters at the mean stress of the layer. Force balance gives $\sigma_s=-N/H$. Thus

$$\dot N=hM(\dot\varepsilon-g)-\frac N\tau+\chi\frac{\dot h}{h}N,\qquad
\dot\varepsilon=-\frac{\dot N}{HM_s}-\frac{N}{6\eta_sH}. \tag{47}$$

Substituting the second equation into the first and collecting $\dot N$ gives

$$\left(1+\frac{hM}{HM_s}\right)\dot N
=-hMg-\frac N\tau-\frac{hM}{6\eta_sH}N+\chi\frac{\dot h}{h}N. \tag{48}$$

For a substrate with Young's modulus 120 GPa and Poisson's ratio 0.30, $M_s=120/0.70=171$ GPa. Numerical integration with constant $g$, $\chi=1$ and $h(t)$ from (36) gives −112.0 MPa at $5\tau$, 6.0% smaller in size than the rigid-substrate result at that time.

With slowing growth, stress-free new oxide and the deformable substrate all included, (48) with $\chi=0$ gives −101.1 MPa. The total reduction is 15.1%. The three separate reductions multiply to nearly the same factor, $0.920\times0.982\times0.940=0.849$, so these corrections act almost independently for this scale.

### Temperature and grain size

The viscosity is an uncertain input. Suppose that creep occurs by diffusion along grain boundaries. The model viscosity then varies with temperature $T$ and grain size $d$ as

$$\eta\propto T d^3\exp\!\left(\frac{Q}{kT}\right), \tag{49}$$

where $Q$ is the activation energy and $k$ is Boltzmann's constant. Take $Q=4.5$ eV as a rough value. Raising the temperature from 1373 K to 1383 K at fixed $d$ and $g$ changes the steady stress by the factor

$$\frac{1383}{1373}\exp\!\left[\frac Qk\left(\frac1{1383\ \text{K}}-\frac1{1373\ \text{K}}\right)\right]=0.765. \tag{50}$$

The plateau moves from −120 to −91.8 MPa. If $g$ also rises with temperature, that rise offsets the reduction at least in part, because the steady stress depends on the product $\eta g$. For a thermally activated $g$, it outweighs the reduction only if the activation energy of $g$ exceeds about $Q-kT$, here 4.4 eV.

At fixed temperature and $g$, grains 10% larger raise the viscosity by $1.10^3=1.331$. The steady stress becomes −159.7 MPa, and $\tau$ grows by the same factor. The $d^3$ law holds for equiaxed grains much smaller than the scale thickness. If the grains are columns that span the scale, matter diffuses along the boundaries to a face, and the viscosity scales as $dh^2$. Grains 10% wider then raise it by 10%, and thickening from 3000 to 3323 nm raises it by 23%. Coarsening also removes boundaries on which in-plane growth occurs, so $g$ need not stay fixed. Grain growth during oxidation can thus raise the compression while the slowing of oxidation lowers it. A nearly constant stress over some period does not by itself show that $\eta$ and $g$ are each constant.

Creep also thickens the scale. By (11) and (25), the viscous normal strain rate $-\sigma/(3\eta)$ is at most $2g$. Up to $5\tau$ the thickening is therefore at most

$$2g(5\tau)=2(2\times10^{-8})(68\,182)=0.27\%. \tag{51}$$

This is small beside the increase from 3000 to 3323 nm by oxidation.

### Cooling to room temperature

The result (34) is a stress at the growth temperature. On cooling, an alloy with the larger thermal expansion contracts more than its oxide and adds compression. Let $\Delta\alpha$ be the expansion coefficient of the alloy minus that of the oxide, and $\Delta T$ the positive temperature drop. For a rigid, thick substrate and purely elastic cooling, the oxide receives the extra in-plane elastic strain $-\Delta\alpha\,\Delta T$, so

$$\Delta\sigma=-M\,\Delta\alpha\,\Delta T. \tag{52}$$

With the rough difference $\Delta\alpha=6\times10^{-6}$ K$^{-1}$ and cooling from 1373 K to 293 K,

$$\Delta\sigma=-(440\ \text{GPa})(6\times10^{-6}\ \text{K}^{-1})(1080\ \text{K})
=-2851\ \text{MPa}. \tag{53}$$

This estimate keeps the hot elastic constants and ignores creep, cracking and loss of adhesion during cooling. Within it, the growth stress is about 4% of the total at room temperature. Finding the growth stress by subtraction from a room-temperature measurement would demand an accurate thermal term. A measurement at the growth temperature avoids that subtraction.

The elastic energy per unit area is the thickness times the energy density in (30):

$$U=\frac{h\sigma^2}{M}. \tag{54}$$

At the initial thickness it is 0.098 J/m$^2$ for the hot plateau. With the growth and cooling stresses added, $\sigma=-2971$ MPa and $U=60.2$ J/m$^2$, about 600 times larger. If a patch of scale detaches and relaxes fully, this energy becomes available. Under the stated assumptions, cooling therefore supplies far more energy for detachment than growth at temperature does.

### Comparison with real alumina scales

The chosen modulus and thickness are reasonable for a dense alumina scale, and a compressive growth stress of roughly 100 MPa is a plausible size near 1100 °C. The viscosity and the in-plane growth rate are much less certain. They depend on grain size, alloy composition and the history of the scale, and a factor of two in either changes (18) by a factor of two. The agreement in size therefore does not establish the parameters. Real scales break the assumption of constant growth rate, which lowers the stress by 8.0% at $5\tau$ in this example. They can also break the assumption of constant viscosity: 10% grain coarsening at fixed $g$ raises the plateau by 33% for the equiaxed law (49), and by 10% for columnar grains that span the scale. For a younger scale, a thinner coupon or a weaker alloy, the corrections in (29), (41) and (45) should be evaluated before the constant-rate result is used. If the scale thickens by an appreciable fraction during one $\tau$, the slow-variation formulas (29) and (41) are not reliable, and (48) should be integrated with the actual $g(t)$ and $h(t)$.

Numbers in the example were calculated in double precision.
